# Ghost States of a Kleinman-Bylander Channel with Negative Projector Strength, part 2

A separable Kleinman-Bylander (KB) Hamiltonian can have a ghost: a level below the reference energy $E$ that the semilocal channel lacks. We ask when this happens and how deep the ghost lies.

For one angular momentum $l$, in Hartree atomic units, the local Hamiltonian is $h=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V_{\rm loc}(r)$, with $V_{\rm loc}$ screened and held fixed. It has levels $e_0<e_1<\dots$ and the normalized lowest function $u_0$. The semilocal potential adds $\delta V$, which vanishes beyond the core radius $r_c$. The normalized, nodeless pseudo-wave $\phi$ is the lowest state of $h+\delta V$, with energy $E$.

Define $\chi=\delta V\phi$, $\hat\chi=\chi/\|\chi\|$ and $D=\langle\phi|\chi\rangle$. Then $H=h+|\chi\rangle\langle\chi|/D$ has strength $E_{\rm KB}=\|\chi\|^2/D$ and levels $E_0\le E_1\le\dots$, one of which is $E$. Moreover,

$$(h-E)\phi=-\chi. \tag{8}$$

$$\langle u_0|\chi\rangle=(E-e_0)S,\qquad S=\langle u_0|\phi\rangle>0. \tag{14}$$

Let $N_A(x)$ count the levels of $A$ below $x$, with $x$ below the continuum. Then

$$N_h(x)\le N_H(x)\le N_h(x)+1\qquad(D<0). \tag{11}$$

The upper limit holds because, in a subspace where $H-x$ is negative, the single condition $\langle\chi|f\rangle=0$ removes at most one dimension and leaves $h-x$ negative on the rest.

If $n$ local levels lie below $E$ and none coincides with it,

$$N_H(E)=\begin{cases}n,&D<0,\\ n-1,&D>0.\end{cases} \tag{16}$$

In the degenerate case $E=e_0$, $D$ is negative and the ghost coincides with the reference.

For $D<0$ and $E>e_0$ there is exactly one level $E_g$ below $e_0$, the ghost. It obeys

$$e_0-|E_{\rm KB}|\le E_g\le e_0-\frac{(E-e_0)^2S^2}{|D|}. \tag{17}$$

$$E_g\le\langle\hat\chi|h|\hat\chi\rangle-|E_{\rm KB}|. \tag{18}$$

and is the root $x=E_g$ below $e_0$ of

$$G(x)\equiv\langle\chi|(h-x)^{-1}|\chi\rangle=-D. \tag{19}$$

### What kind of local potential produces it

The expectation value of (8) in $\phi$ is $\langle\phi|h|\phi\rangle-E=-D$. Since no expectation value of $h$ is below $e_0$,

$$\langle\phi|h|\phi\rangle=E-D\ge e_0,\qquad\text{so}\qquad E-e_0\ge D. \tag{21}$$

On the other side, $E$ is the lowest semilocal level, and $u_0$ is a trial function for $h+\delta V$:

$$E\le e_0+\langle u_0|\delta V|u_0\rangle,\qquad\text{so}\qquad \langle u_0|\delta V|u_0\rangle\ge E-e_0. \tag{22}$$

A ghost with $D<0$ and $E>e_0$ thus requires $\delta V$ to be repulsive on average in $u_0$ and attractive on average in $\phi$. It must change sign. If $\delta V\le0$ everywhere, (22) excludes this ghost.

Such a ghost is nevertheless met when the local potential is tuned. Keep $\phi$ and the semilocal potential fixed, and lower $V_{\rm loc}$ steadily inside the core. Then $e_0$ falls, while $D=\langle\phi|V_{\rm sl}-V_{\rm loc}|\phi\rangle$ rises, where $V_{\rm sl}=V_{\rm loc}+\delta V$ is the semilocal potential. Suppose that $e_0$ passes $E$ on the way. At that point (21) reads $D=e_0-\langle\phi|h|\phi\rangle$, which is strictly negative because $\phi$ is not the lowest function of $h$. The denominator reaches zero only on further lowering. Between the two points $E>e_0$ and $D<0$, and there is a ghost. It starts at the reference, by the degenerate case of the first half, and goes to $-\infty$ at the other end. Beyond that end $D>0$, and by (16) no ghost lies below $E$ as long as $E<e_1$.

### The 3s channel of sodium

The example is the neutral sodium atom in the non-relativistic, spin-unpolarized local density approximation, with Slater exchange and Vosko-Wilk-Nusair correlation. Energies are in eV and lengths in bohr. The radial equation is solved with piecewise polynomials of order 24 in a sphere of radius 40 bohr. The 3s level is $E=-2.81406$ eV.

Inside $r_c=2.8$ bohr the all-electron wave is replaced by $\phi=r\,e^{P}$, where $P$ is a polynomial of fourth degree in $s-r_c^2$ and $s=r^2$. Four coefficients match the logarithm of the all-electron wave divided by $r$, and its first three derivatives, at $r_c$. The fifth fixes the norm inside $r_c$ at the all-electron value, about 0.24. To find the semilocal potential, write $\phi'/\phi=1/r+dP/dr$. Then

$$\frac{\phi''}{\phi}=\Big(\frac{\phi'}{\phi}\Big)^2+\Big(\frac{\phi'}{\phi}\Big)'
=\frac2r\frac{dP}{dr}+\Big(\frac{dP}{dr}\Big)^2+\frac{d^2P}{dr^2}, \tag{23}$$

the two terms $\pm1/r^2$ having cancelled. With dots for derivatives with respect to $s$, $dP/dr=2r\dot P$ and $d^2P/dr^2=2\dot P+4s\ddot P$. The radial equation for $l=0$ then gives, in atomic units,

$$V_{\rm sl}=E+\frac{\phi''}{2\phi}=E+3\dot P+2s\ddot P+2s\dot P^2\qquad(r\le r_c). \tag{24}$$

Outside $r_c$ it is the screened atomic potential $V$. The lowest level computed in $V_{\rm sl}$ agrees with $E$ to about $10^{-10}$ eV.

The local potential also equals $V$ outside $r_c$. Inside, with $s_c=r_c^2$, $V_c=V(r_c)=-7.42$ eV and $\dot V_c$ the derivative of $V$ with respect to $s$ at $r_c$, it is

$$V_{\rm loc}=V_c+\dot V_c\,(s-s_c)\frac{s}{s_c}+(v_0-V_c)\Big(1-\frac{s}{s_c}\Big)^3. \tag{25}$$

Value and slope are continuous at $r_c$, and $v_0$ is the value at the centre. Lowering $v_0$ lowers $V_{\rm loc}$ everywhere inside $r_c$, as the argument above requires, and $D$ is linear in $v_0$.

The reference meets the local level, $e_0=E$, at $v_0=8.840$ eV. There $D=-0.0581$ eV, and the two lowest levels of $H$ both agree with $E$ to within $3\times10^{-8}$ eV. The denominator vanishes at $v_0=6.734$ eV. The ghost window is 2.106 eV wide. The following values, in eV, are for five choices of $v_0$, with $\phi$ and $V_{\rm sl}$ held fixed.

| $v_0$ | $D$ | $e_0$ | $E_0$ | $E_1$ |
|---:|---:|---:|---:|---:|
| 9.893 | −0.0871 | −2.777 | −2.814 | −0.056 |
| 8.313 | −0.0435 | −2.834 | −18.74 | −2.814 |
| 7.787 | −0.0290 | −2.853 | −53.63 | −2.814 |
| 7.260 | −0.0145 | −2.874 | −163.57 | −2.814 |
| 5.680 | +0.0290 | −2.939 | −2.814 | −0.053 |

The first row has a negative strength but $E<e_0$, and no ghost below the reference. The three middle rows lie in the window and have one each. The values of $v_0$ are rounded, and since the ghost moves by about 110 eV between the third and fourth rows, its last digits refer to the unrounded $v_0$. In the last row the strength is positive and the ghost is gone, although $e_0$ is still lower. The levels near $-0.05$ eV are weakly bound and not converged to the digits shown: they fall by about 0.005 eV when the box radius is doubled. Here they matter only through lying above $E$.

### Arithmetic at the middle of the window

At $v_0=7.787$ eV, $E-e_0=0.0394$ eV, $S=0.9987$ and $E_{\rm KB}=-104.72$ eV. The lower bound in (17) is $-2.8535-104.7242=-107.5777$ eV. For the upper bound,

$$\frac{(E-e_0)^2S^2}{|D|}=\frac{(0.039397)^2(0.99873)^2}{0.029032}\ \text{eV}=0.0533\ \text{eV}, \tag{26}$$

which gives $-2.8535-0.0533=-2.9068$ eV. The ghost, at $-53.63$ eV, lies between these wide bounds and 50.81 eV below the reference. A solution of (19) on a uniform finite-difference mesh of step 0.01 bohr, with the same $\phi$ and atomic potential, also gives $-53.63$ eV. The two results differ by 0.0016 eV, or $3\times10^{-5}$ of the ghost energy. Reducing the polynomial order to 20 moves the ghost by $6\times10^{-6}$ eV, and enlarging the box to 50 bohr moves it by less than $10^{-8}$ eV.

A mismatch of 0.04 eV between $e_0$ and $E$ is thus accompanied by a ghost 50 eV deep. Equation (19) shows why. The contribution of $u_0$ to $G(E_g)$ is, by (14),

$$\frac{(E-e_0)^2S^2}{e_0-E_g}=\frac{0.001548\ \text{eV}^2}{50.77\ \text{eV}}=3.0\times10^{-5}\ \text{eV}, \tag{27}$$

about 0.1% of the required $|D|=0.0290$ eV. The remainder comes from higher local states, which $\chi$ contains because it is confined to the core region. For $D<0$ the sign of the mismatch decides whether there is a ghost below the reference, but at the middle of the window its depth is set almost entirely by the higher local states and the small denominator. A small $|D|$ alone does not make the ghost deep: at the edge $e_0=E$, where $|D|$ is only 0.058 eV, the ghost meets the reference. Inequality (18) also gives $\langle\hat\chi|h|\hat\chi\rangle\ge104.72-53.63=51.09$ eV, so the projector function does have a high local energy. The ghost has about 99% of its norm inside $r_c$, against about 24% for the reference.

The average of $\delta V$ in $u_0$ is $+0.133$ eV, positive as (22) demands when $E>e_0$, and that in $\phi$ is $D=-0.029$ eV, negative as the ghost condition $D<0$ requires. On the radial mesh $\delta V$ ranges from $-2.5$ to $+20.4$ eV. Its large positive part is at the centre, where $V_{\rm sl}$ rises to about 28 eV while $V_{\rm loc}$ stays near 8 eV. The height of that centre depends on the form chosen for $\phi$ inside $r_c$, and so does the edge $D=0$ of the window: matching a fourth derivative at $r_c$ with a fifth-degree $P$ raises the centre to about 40 eV, moves this edge to about 5.9 eV, and lifts the ghost at $v_0=7.787$ eV to about $-34$ eV. The edge $e_0=E$ does not, because neither $V_{\rm loc}$ nor $E$ contains that form.

### The model beside the real atom

The level at $-2.81$ eV is a Kohn-Sham eigenvalue and should not be read as minus the ionization energy of sodium, which is roughly 5 eV. Two effects left out can be sized. To first order, and in the fixed atomic potential, the mass-velocity term shifts the 3s level by $-0.0312$ eV and the nuclear Darwin term by $+0.0202$ eV, together $-0.0110$ eV. This is a little more than a quarter of $E-e_0$. The response of the core to relativity, left out here, cancels more than half of it. A pseudopotential built from a relativistic atom would shift $e_0$ as well, and the change of their difference was not computed. Spin polarization is larger. In the majority-spin potential formed from the unpolarized densities, without renewed self-consistency, the 3s level is at $-3.13$ eV. Rebuilding $\phi$ and $V_{\rm sl}$ there moves the window from 6.73–8.84 eV to 7.32–9.33 eV. The choice $v_0=7.787$ eV remains inside, with $D=-0.013$ eV and one ghost. In this estimate both edges move upward by about half an eV, so a choice less than that above either original edge changes its verdict. Renewed self-consistency enlarges both shifts: the majority 3s level is then near $-3.08$ eV and the window is about 7.56–9.54 eV. At $v_0=7.787$ eV the ghost persists, but with $D\approx-0.007$ eV it falls to roughly $-420$ eV, so its depth is far less transferable than its existence.

If the levels of $H$ in this fixed potential were filled from the bottom, the valence electron would enter the ghost and be drawn into the core region. The same danger exists for any element described with one such projector per channel, but the sodium numbers do not carry over to other elements. For a norm-conserving channel with one projector and a nodeless reference, (16) supplies the condition for having no ghost below the reference: $E<e_0$ if $D<0$, or $e_0<E<e_1$ if $D>0$. It has to be checked in each channel, in the screened potential of the reference atom. It does not exclude a spurious level above $E$. When $v_0$ is just above the edge $e_0=E$ of the sodium window, for instance, the second level of $H$ lies where the semilocal channel has no level. It leaves the reference at about 20 eV per eV of $v_0$, lying 0.2 eV above it at 0.01 eV past the edge and about 1.9 eV above it at 0.1 eV, and by 0.2 eV past the edge it has nearly joined the weakly bound level near $-0.05$ eV. The low levels of $H$ should therefore also be compared with those of the semilocal potential.

With several projectors the rule changes. If the nonlocal term has $m$ negative eigenvalues, the step before (11) needs $m$ orthogonality conditions in place of one. On the vectors that satisfy them the nonlocal term is not negative, so $N_H(x)\le N_h(x)+m$. This limits the number of extra levels, but the sign of a single denominator no longer decides whether they occur. The remaining values for sodium are in the numerical output.

## Computed results

```
random matrices with D<0: 194, most ghosts 11
core radius: 2.80 bohr; box radius: 40 bohr
polynomial order: 24; radial unknowns: 119
Na 3s reference level E: -2.81406 eV
all-electron 3s norm inside core radius: 0.2398
lowest semilocal level minus E: -9.4e-11 eV
potential at core radius: -7.4201 eV
semilocal potential at first node: 28.2175 eV
window edge e0=E, central value: 8.8395 eV
window edge D=0, central value: 6.7335 eV
window width: 2.1060 eV
D at edge e0=E: -0.058065 eV
two lowest KB levels there minus E: -9.3e-11, 2.2e-08 eV
scan: place (0: D=0, 1: e0=E), centre, D, e0, KB0, KB1 in eV; ghosts
  1.50    9.8925  -0.087097  -2.77657   -2.81406  -0.05607 0
  0.75    8.3130  -0.043549  -2.83352  -18.74292  -2.81406 1
  0.50    7.7865  -0.029032  -2.85346  -53.62709  -2.81406 1
  0.25    7.2600  -0.014516  -2.87391 -163.56758  -2.81406 1
 -0.50    5.6804   0.029032  -2.93850   -2.81406  -0.05285 0
midpoint central value: 7.7865 eV
midpoint D: -0.029032 eV; E_KB: -104.7242 eV
midpoint e0: -2.85346 eV; e1: -0.06560 eV
midpoint E-e0: 0.039397 eV
overlap <u0|phi>: 0.998730
<u0|dV|u0>: 0.133239 eV
dV minimum, maximum: -2.5343, 20.4311 eV
ghost level: -53.6271 eV; below E by 50.8130 eV
ghost bounds: -107.5777 to -2.9068 eV
ghost from finite differences: -53.6287 eV
norm inside core radius, ghost: 0.9900
norm inside core radius, reference: 0.2398
shift with order 20: E -1.6e-10, e0 4.6e-09, ghost 5.7e-06 eV
shift with box 50 bohr: E 0.0e+00, e0 2.0e-12, ghost -3.8e-09 eV
mass-velocity shift of 3s: -0.0305 eV
nuclear Darwin shift of 3s: 0.0202 eV
sum of these two shifts: -0.0103 eV
majority-spin 3s level: -3.1300 eV
majority-spin window: 7.3213 to 9.3274 eV
same central value, majority spin: D -0.013268 eV, ghosts 1
```
